# Dilating an s band with inverse-square hopping: mass and edge

Stretch a certain model crystal by 1% in every direction, and its hopping energy falls from 1.166 to 1.143 eV. Its band edge rises by 138 meV, yet the effective mass at that edge is $0.300\,m_e$ both before and after. Weaker hopping usually suggests heavier electrons. Here the longer hop makes up for the weaker one, and the theorem below states when this happens.

## Assumptions

The crystal is simple cubic with spacing $a$ and has one s orbital $|\mathbf R\rangle$ on each site. Its Hamiltonian $H$ satisfies these conditions.

1. The on-site energy $\langle\mathbf R|H|\mathbf R\rangle=\varepsilon_s$ does not change on dilation.
2. Only nearest neighbours are coupled. Their matrix element is $-t$, with $t>0$, so the in-phase combination of orbitals is lowest in energy.
3. The orbitals are orthonormal.
4. The hopping obeys $t=C/a^2$, with $C$ independent of $a$.

A uniform dilation replaces $a$ by $La$, with $L>1$. The effective mass $m^*$ is defined by the expansion $E=E_c+\hbar^2k^2/(2m^*)+\dots$ about the band minimum $E_c$.

**Theorem.** Under these assumptions a uniform dilation leaves $m^*$ unchanged and raises the band edge relative to $\varepsilon_s$ by

$$\Delta E_c=6t\left(1-\frac1{L^2}\right),$$

where $t$ is the hopping before dilation.

## Two lemmas and the proof

**Lemma 1.** The band is

$$E(\mathbf k)=\varepsilon_s-2t(\cos k_xa+\cos k_ya+\cos k_za).$$

*Proof.* For $N$ sites with periodic boundaries, take the Bloch state $|\mathbf k\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$. With $\boldsymbol\delta$ running over the six neighbour vectors,

$$H|\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\Big(\varepsilon_s|\mathbf R\rangle-t\sum_{\boldsymbol\delta}|\mathbf R+\boldsymbol\delta\rangle\Big).$$

In the hopping term, rename $\mathbf R+\boldsymbol\delta$ as $\mathbf R'$. The phase becomes $e^{i\mathbf k\cdot\mathbf R'}e^{-i\mathbf k\cdot\boldsymbol\delta}$, so $|\mathbf k\rangle$ is an eigenstate with energy $\varepsilon_s-t\sum_{\boldsymbol\delta}e^{-i\mathbf k\cdot\boldsymbol\delta}$. The two neighbours at $\pm a$ on each axis contribute $e^{-ik_ja}+e^{ik_ja}=2\cos k_ja$. ∎

**Lemma 2.** The minimum is at $\mathbf k=0$, with

$$E_c=\varepsilon_s-6t,\qquad m^*=\frac{\hbar^2}{2ta^2}.$$

*Proof.* Since $t>0$, the energy is lowest when all three cosines equal 1, which gives $E_c$. Using $\cos x=1-x^2/2+x^4/24-\dots$ for each cosine,

$$E=\varepsilon_s-6t+ta^2k^2-\frac{ta^4}{12}(k_x^4+k_y^4+k_z^4)+\dots$$

The quadratic term depends on $k^2=k_x^2+k_y^2+k_z^2$ alone, so the mass is isotropic. Equating $ta^2$ with $\hbar^2/(2m^*)$ gives the stated mass. ∎

*Proof of the theorem.* Put $t=C/a^2$ into Lemma 2:

$$m^*=\frac{\hbar^2}{2C},\qquad E_c=\varepsilon_s-\frac{6C}{a^2}.$$

The mass does not contain $a$. The edge moves from $\varepsilon_s-6C/a^2$ to $\varepsilon_s-6C/(L^2a^2)$. Subtracting the first from the second and using $C/a^2=t$ gives $\Delta E_c$, which is positive for $L>1$. ∎

The edge rises because the in-phase state gains less energy from weaker bonds. As $L$ grows it approaches $\varepsilon_s$ from below. The top of the band, at $\varepsilon_s+6t$, comes down, so the width $12t$ shrinks. What survives is the curvature at the bottom, not the whole curve $E(\mathbf k)$ at fixed $\mathbf k$: the quartic term contains $ta^4=Ca^2$, which grows on dilation.

For small changes, $dt/d\ln a=-2t$, so $dE_c/d\ln a=12t$. The volume obeys $d\ln V=3\,d\ln a$, and therefore $dE_c/d\ln V=4t$.

## The numbers

Take $a=0.33$ nm and $m^*=0.30\,m_e$, rough values in the regime of indium-based amorphous oxides. With $\hbar^2/(2m_e)=0.03810$ eV nm²,

$$C=\frac{0.03810}{0.30}=0.1270\ \text{eV nm}^2,\qquad t=\frac{0.1270}{0.33^2}=1.166\ \text{eV}.$$

The edge lies $6t=6.997$ eV below $\varepsilon_s$. For $L=1.01$,

$$\Delta E_c=6.997\left(1-\frac1{1.0201}\right)\text{eV}=0.138\ \text{eV}.$$

The width falls from 13.99 to 13.72 eV, and the volume slope is 4.665 eV.

The mass can also be found without the Bloch formula. Take a periodic block of side $\ell$ and multiply the hopping across one pair of opposite faces by $e^{\pm i\theta}$. This twist gives the lowest state a wave number $\theta/\ell$, so for small $\theta$

$$E(\theta)-E(0)=\frac{\hbar^2\theta^2}{2m^*\ell^2}.$$

Numerical diagonalization of a block of 216 sites, with and without a small twist, gives $0.3000\,m_e$ both before and after the stretch.

## Other hopping laws

**Corollary.** If $t\propto a^{-n}$ with $n>0$, and the other assumptions hold, then

$$\frac{m^*(La)}{m^*(a)}=L^{n-2},\qquad \Delta E_c=6t(1-L^{-n}).$$

*Proof.* The new hopping is $tL^{-n}$, so $ta^2$ becomes $ta^2L^{2-n}$. The mass is inversely proportional to this product. The edge shift is $-6tL^{-n}+6t$. ∎

Within this family $n=2$ is the one power that preserves the mass. A slower decay makes the electron lighter on dilation, and a faster decay makes it heavier. For the 1% stretch the mass ratios are 0.990, 1.000, 1.010 and 1.020 for $n=1,2,3,4$. The edge rises in all four cases, so a rising edge is no evidence for an inverse-square law.

## A disordered network

**Proposition.** Let sites $i,j$ in a periodic block be coupled by $-C/d_{ij}^2$, where $d_{ij}$ is their distance, with a fixed list of bonded pairs and a common fixed on-site energy. Let the lowest state be nondegenerate. If all distances are multiplied by $L$, the mass defined by a boundary twist is unchanged.

*Proof.* Every hopping element is multiplied by $L^{-2}$. The eigenvectors stay the same, and each energy measured from $\varepsilon_s$ is multiplied by $L^{-2}$. This holds at each twist, so $E(\theta)-E(0)$ also acquires that factor. The twist relation gives

$$\frac1{m^*}=\frac{2\ell^2}{\hbar^2\theta^2}\,[E(\theta)-E(0)]$$

for $\theta\to0$. The factor $L^2$ from $\ell^2$ cancels the factor $L^{-2}$ from the energy. ∎

Crystalline order is therefore not needed for the invariance, although disorder does change the starting values. Displace each coordinate at random with an rms of $\sigma=0.05$ spacings. In eight samples of 216 sites the edge lies on average 52 meV below that of the ordered crystal, and the mean mass is $0.3025\,m_e$. A mean over eight samples scatters by about 2 meV and $0.0002\,m_e$. Larger sets put the edge about 51 meV down, and the mean mass moves from $0.3027\,m_e$ at 216 sites to $0.3032\,m_e$ at 1000 sites, so $0.303\,m_e$ is the figure to keep. The tests on these samples confirmed that stretching leaves each sample's mass unchanged.

Part of the lowering follows from the average hopping. Let $x$ be the relative displacement of two neighbours along their bond and $y,z$ those across it, in units of $a$. To second order,

$$\frac{a^2}{d^2}=\frac1{(1+x)^2+y^2+z^2}\approx1-2x+3x^2-y^2-z^2.$$

Each relative displacement has mean zero and variance $2\sigma^2$, so the average is $1+(3-1-1)2\sigma^2=1+2\sigma^2$. The uniform state is then lowered by $6t\cdot2\sigma^2=12t\sigma^2\approx35$ meV. By the variational principle the true lowest state of a sample cannot lie above its uniform state. Evaluating both energies sample by sample shows that this adjustment of the state supplies about 16 meV of the remaining 17 meV; the rest lies within the sampling scatter.

## Neighbours and overlap

**Remark 1: second neighbours.** Suppose the same law also acts between the twelve second neighbours, at distance $\sqrt2a$. If $t_1$ is the nearest hopping, the second is $t_1/2$, and the edge lies $6t_1+12(t_1/2)=12t_1$ below $\varepsilon_s$. Expanding the Bloch sum along $x$ gives the quadratic coefficient $\frac12\sum_{\mathbf R}t(R)R_x^2$. Two first neighbours and eight second neighbours have $R_x=\pm a$, so

$$\frac12\left(2t_1+8\,\frac{t_1}{2}\right)a^2=3t_1a^2.$$

This is again independent of $a$, so the mass is preserved. To keep it at $0.30\,m_e$, the nearest hopping must be $t/3=0.389$ eV. The edge depth is then $4t$ instead of $6t$, and the rise drops to 92 meV. Knowing the mass alone does not fix the edge shift.

**Remark 2: overlap.** Let neighbouring orbitals overlap by $S>0$, and let their Hamiltonian element be $-\tau$. With $c=\sum_j\cos k_ja$, the Bloch state has norm $1+2Sc$, and

$$E-\varepsilon_s=\frac{\varepsilon_s-2\tau c}{1+2Sc}-\varepsilon_s=-\frac{2t'c}{1+2Sc},\qquad t'=\tau+\varepsilon_sS.$$

The derivative with respect to $c$ is $-2t'/(1+2Sc)^2$. Take $t'>0$ and $S<1/6$. The norm is then positive for every $c$ from $-3$ to $3$, and the energy falls steadily as $c$ grows, so the minimum is at $c=3$, where $\mathbf k=0$. Near it $c\approx3-a^2k^2/2$, so the quadratic term is $t'a^2k^2/(1+6S)^2$, and

$$m^*=\frac{\hbar^2(1+6S)^2}{2t'a^2}.$$

If $t'$ and $S$ both fall as $a^{-2}$, the factor $(1+6S)^2$ falls too, and the electron becomes lighter. For $S=0.10$, chosen for illustration, and the same starting mass, the ratio is

$$\left(\frac{1+0.6/1.0201}{1.6}\right)^2=0.985.$$

The edge rises by 139 meV, close to the orthogonal result. This is not special to $S=0.10$. The same starting mass needs $t'=t(1+6S)^2$, and with $x=L^{-2}$ the edge lies at $-6t'x/(1+6Sx)$, whose slope at $x=1$ is $-6t$ for any $S$. In this example overlap affects the change in mass more than the edge shift, although the edge itself starts 11.2 eV below $\varepsilon_s$ instead of 7.0 eV.

## Oxygen between the cations

In an oxide, cations can also couple through the oxygen between them, which can break assumptions 1 and 4 together. Place an oxygen at the midpoint of each cubic bond. With $a=0.33$ nm this makes the cation–oxygen distance 0.165 nm, well short of the roughly 0.22 nm found in indium oxides, so the geometry is schematic. Give it a p orbital along the bond at energy $\varepsilon_s-\Delta_p$, and an s orbital at $\varepsilon_s-\Delta_s$. Let $V_p$ and $V_s$ be the magnitudes of their couplings to the cation, both proportional to $a^{-2}$, and keep the level separations fixed.

The p orbital has opposite signs on its two sides, so its Bloch coupling has magnitude $2V_p|\sin(k_ja/2)|$. For the s orbital it is $2V_s|\cos(k_ja/2)|$. Measure $E$ from $\varepsilon_s$. Each oxygen amplitude equals its coupling times the cation amplitude, divided by $E+\Delta_p$ or $E+\Delta_s$. Substitution in the cation equation gives

$$E=\sum_j\left[\frac{4V_p^2\sin^2(k_ja/2)}{E+\Delta_p}+\frac{4V_s^2\cos^2(k_ja/2)}{E+\Delta_s}\right].$$

**Case 1: p orbitals alone.** With $V_s=0$ the conduction band has $E=0$ at $\mathbf k=0$, because the contributions from the two sides of each p orbital cancel. For small $k$, $4\sin^2(k_ja/2)\approx k_j^2a^2$ and $E$ can be dropped beside $\Delta_p$, so

$$E\approx\frac{V_p^2a^2k^2}{\Delta_p},\qquad m^*=\frac{\hbar^2\Delta_p}{2V_p^2a^2}\propto a^2.$$

Near the band minimum the quantity $V_p^2/\Delta_p$ plays the part of $t$, but falls as $a^{-4}$. Higher in the band $E$ is no longer small beside $\Delta_p$, and this correspondence fails. For $\Delta_p=5$ eV, the starting mass requires $V_p=\sqrt{1.166\times5}=2.415$ eV. A 1% stretch then leaves the edge in place and raises the mass by 2.0%.

**Case 2: s and p orbitals.** At $\mathbf k=0$ the edge $E_0$ obeys $E_0(E_0+\Delta_s)=12V_s^2$. Its upper root,

$$E_0=-\frac{\Delta_s}{2}+\sqrt{\frac{\Delta_s^2}{4}+12V_s^2},$$

is an antibonding level pushed above the cation level. It falls when the bonds lengthen. To find the mass, write $E=E_0+\eta$ and keep first order in $\eta$ and $k^2$:

$$\eta=\left(\frac{V_p^2}{E_0+\Delta_p}-\frac{V_s^2}{E_0+\Delta_s}\right)a^2k^2-\frac{12V_s^2}{(E_0+\Delta_s)^2}\,\eta.$$

Moving the last term to the left gives

$$\frac{\hbar^2}{2m^*}=\frac{a^2}{Z}\left(\frac{V_p^2}{E_0+\Delta_p}-\frac{V_s^2}{E_0+\Delta_s}\right),\qquad Z=1+\frac{12V_s^2}{(E_0+\Delta_s)^2}.$$

Take $\Delta_s=15$ eV, $V_s=2$ eV and $V_p=3.480$ eV, the last set by the same starting mass. Then $E_0=2.710$ eV, and the stretch lowers the edge by 92 meV. The mass rises by 0.3%. In the mass formula the bracket falls by about 2.6%, while $a^2$ rises by 2.0% and $1/Z$ by 0.4%. The near-invariance is a partial cancellation for these inputs and does not follow from the theorem.

These inputs also place the edge 7.7 eV above the oxygen p level, whereas indium-based oxides have gaps near 3 eV. Taking $\Delta_p=0.3$ eV reduces the separation to 3.0 eV, and the same starting mass then requires $V_p=2.174$ eV. The edge shift is still −92 meV, but the mass now falls by 1.9%. Even the sign of the mass change therefore depends on the oxygen levels. With $a=0.436$ nm, which gives a realistic bond length, and the same $V_s$ and starting mass, the two changes become +0.2% and −2.2%.

## Filling, temperature and the real oxide

At an electron density of $10^{20}$ cm⁻³, $k_F=(3\pi^2n)^{1/3}=1.436$ nm⁻¹ and $k_Fa=0.474$. The parabola gives a Fermi energy of 261.9 meV above the edge, about ten times the thermal energy of 25.9 meV at 300 K, so the electrons are degenerate.

The quartic term in Lemma 2 lowers the kinetic energy by the fraction $(k_Fa)^2/12\approx1.9\%$ along a cube axis. Along a body diagonal each squared component is $k_F^2/3$, and the reduction is $(k_Fa)^2/36\approx0.6\%$. At fixed density the first-order change of the Fermi radius averages to zero over directions, so the Fermi energy shifts by the average quartic term. The average of $(k_x^4+k_y^4+k_z^4)/k^4$ is $3/5$, which gives a reduction of $(k_Fa)^2/20$. Counting lattice states gives 258.9 meV, in agreement. These are zero-temperature values; at 300 K the chemical potential lies about 2 meV lower. The 1% reduction belongs to the oxygen-free band only. In the bridged models the same density gives reductions of 4 to 9%, the largest for the 3 eV separation.

If the number of electrons is held fixed during the stretch, $k_F$ scales as $1/L$, and the parabolic Fermi energy falls by 2.0%, or 5 meV. In the oxygen-free model the Fermi level still rises relative to $\varepsilon_s$, by about 133 meV. In the bridged models it falls instead, by about 9 meV with p orbitals alone and by 93 to 98 meV with s and p orbitals.

A 1% linear stretch is large compared with ordinary thermal expansion. With an illustrative coefficient of $5\times10^{-6}$ K⁻¹, heating by 100 K expands the lattice by 0.05% and raises the model edge by 7 meV. This excludes any direct effect of lattice vibrations on the energies.

For a real indium-based amorphous oxide, the spacing and mass used here are reasonable rough values, but the cubic network is a simplification. The isolated 14 eV band should not be read as a real conduction-band width, since other bands enter over such a range. A film held by its substrate is also not free to dilate uniformly. Leaving out oxygen is a serious omission: in the bridged models the edge shift changes from +138 meV to zero or −92 meV at the same starting mass. Those models also keep the level separations fixed, whereas in an ionic solid the electrostatic site energies change on dilation, which can alter both the edge shift and the mass change. The theorem therefore should not be used to predict even the sign of a real oxide's edge shift unless direct s–s hopping and a fixed on-site energy have been justified. The numerical output below lists the main inputs and results.

## Computed results

```
hbar^2/(2 m_e): 0.03810 eV nm^2
Spacing before dilation: 0.3300 nm
Spacing after dilation: 0.3333 nm
Length ratio L: 1.0100
Hopping constant C: 0.1270 eV nm^2
Hopping before: 1.1662 eV
Hopping after: 1.1432 eV
Supercell mass before: 0.3000 m_e
Supercell mass after: 0.3000 m_e
Edge minus on-site energy before: -6.9972 eV
Edge minus on-site energy after: -6.8593 eV
Edge rise: 137.9 meV
Band width before: 13.994 eV
Band width after: 13.719 eV
Edge slope per ln volume: 4.665 eV
Mass ratio after/before, hopping exponent 1: 0.9901
Mass ratio after/before, hopping exponent 2: 1.0000
Mass ratio after/before, hopping exponent 3: 1.0100
Mass ratio after/before, hopping exponent 4: 1.0201
Two-shell nearest hopping at same mass: 0.3887 eV
Two-shell edge rise: 91.9 meV
Overlap chosen: 0.10
Overlap model mass ratio: 0.9853
Overlap model edge rise: 138.9 meV
Disorder rms per coordinate / spacing: 0.05
Disorder samples: 8
Sites per disorder sample: 216
Disorder mean edge shift: -51.8 meV
Disorder mean mass before dilation: 0.3025 m_e
Oxygen p depth below cation s: 5.0 eV
Oxygen s depth below cation s: 15.0 eV
p bridge p coupling: 2.415 eV
p bridge s coupling: 0.000 eV
p bridge initial edge minus cation level: 0.000 eV
p bridge edge shift: 0.0 meV
p bridge mass ratio: 1.0201
p+s bridge p coupling: 3.480 eV
p+s bridge s coupling: 2.000 eV
p+s bridge initial edge minus cation level: 2.710 eV
p+s bridge edge shift: -92.1 meV
p+s bridge mass ratio: 1.0029
Electron density: 1.0e+20 cm^-3
Fermi wave number: 1.436 nm^-1
Fermi wave number times spacing: 0.474
Parabolic Fermi energy: 261.9 meV
Lattice Fermi energy: 258.9 meV
Energy reduction at k_F along axis: 1.86 %
Energy reduction at k_F along diagonal: 0.62 %
Thermal energy at 300 K: 25.9 meV
Linear expansion coefficient: 5.0e-06 K^-1
Heating interval: 100 K
Edge rise from thermal expansion: 6.99 meV
```
